**Occupation-independent polaron level and the selected Hubbard U**

The program tests that a level at 2.4 − 0.4U eV when filled and 0.4U eV when empty becomes independent of its occupation at U = 3 eV, where it lies at 1.2 eV. Here U is the Hubbard parameter, f the level occupation, n the projector occupation, w the polaron weight on the projector and K the uncorrected curvature in n. The program asserts that energy derivatives of a three-orbital model with frozen orbitals reproduce both lines, and that E(1) − E(0) is 1.2 eV at each of the four U values tried. With self-consistent orbitals it asserts the relation dE/df = ε(f) at three values of U, the crossing at U = 3 eV and a constant level there at six occupations. The output also shows that relaxation changes the levels at U = 0 to 2.34 and 0.13 eV. The Ewald lattice sum is tested by changing its splitting parameter and against a direct sum over alternating charges. If the given lines lacked image corrections, the selected U would be about 4.4 eV for a 1.2 nm cell and 3.7 eV for a 2.4 nm cell, with rough oxide dielectric constants of 3 and 10.

## Numerical verification

```python
"""Result under test: a polaron level at fixed geometry that lies at
2.4 - 0.4 U (filled) and 0.4 U (empty), in eV, is independent of its
occupation at U = 3 eV, where it lies at 1.2 eV.
Symbols: U Hubbard parameter (eV); f occupation of the polaron level (0..1);
n occupation of the Hubbard projector; w weight of the polaron orbital on the
projector; K curvature of the uncorrected energy in n (eV); Q effective charge
seen by periodic images; L edge of the cubic supercell (nm).
The three-orbital model has a filled partner, the polaron and an empty partner
in one spin channel. Its energy is Tr(h P) + K n^2/2 + U (n - n^2)/2.
"""
import itertools
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc


def posed_filled(U):
    return 2.4 - 0.4 * U


def posed_empty(U):
    return 0.4 * U


# Selection of U from the posed lines, by root search
U_selected = brentq(lambda U: posed_filled(U) - posed_empty(U), 0.0, 10.0)
level_selected = posed_empty(U_selected)
assert abs(U_selected - 3.0) < 1e-9
assert abs(level_selected - 1.2) < 1e-9

# Three-orbital model: the first basis function is the Hubbard projector
w = np.sqrt(0.8)
n_background = (1.0 - w) / 2.0
K = 2.4 / w**2
first_row = np.sqrt([n_background, w, n_background])
mirror = np.array([1.0, 0.0, 0.0]) - first_row
mirror /= np.linalg.norm(mirror)
orbitals = np.eye(3) - 2.0 * np.outer(mirror, mirror)
assert np.allclose(orbitals.T @ orbitals, np.eye(3))
assert np.allclose(orbitals[0], first_row)
partner_filled, partner_empty = -3.0, 8.0
projector = np.diag([1.0, 0.0, 0.0])
h = orbitals @ np.diag([partner_filled, 1.2, partner_empty]) @ orbitals.T
h = h - 0.5 * K * projector


def density(vectors, f):
    return vectors @ np.diag([1.0, f, 0.0]) @ vectors.T


def energy(P, U):
    n = P[0, 0]
    return np.trace(h @ P) + 0.5 * K * n**2 + 0.5 * U * (n - n**2)


def frozen_energy(f, U):
    return energy(density(orbitals, f), U)


def frozen_level(f, U, step=1e-3):
    return (frozen_energy(f + step, U) - frozen_energy(f - step, U)) / (2 * step)


# Frozen orbitals: energy derivatives against the posed lines
for U in (0.0, 1.5, 3.0, 5.0):
    assert abs(frozen_level(1.0, U) - posed_filled(U)) < 1e-8
    assert abs(frozen_level(0.0, U) - posed_empty(U)) < 1e-8
    difference = frozen_energy(1.0, U) - frozen_energy(0.0, U)
    assert abs(difference - 1.2) < 1e-10


def chord_departure(U):
    ends = frozen_energy(0.0, U) + frozen_energy(1.0, U)
    return frozen_energy(0.5, U) - 0.5 * ends


for U in (0.0, 3.0, 5.0):
    assert abs(chord_departure(U) + (2.4 - 0.8 * U) / 8.0) < 1e-10


# Relaxed orbitals: self-consistent diagonalization
def diagonalize(n, U):
    return np.linalg.eigh(h + (K * n + U * (0.5 - n)) * projector)


def relaxed(f, U):
    def mismatch(n):
        return density(diagonalize(n, U)[1], f)[0, 0] - n
    n = brentq(mismatch, 0.0, 1.0, xtol=1e-14)
    levels, vectors = diagonalize(n, U)
    return levels[1], energy(density(vectors, f), U)


step = 1e-3
for U in (0.0, 1.0, 4.0):
    slope = (relaxed(0.4 + step, U)[1] - relaxed(0.4 - step, U)[1]) / (2 * step)
    assert abs(slope - relaxed(0.4, U)[0]) < 1e-6
U_relaxed = brentq(lambda U: relaxed(1.0, U)[0] - relaxed(0.0, U)[0], 1.0, 5.0)
assert abs(U_relaxed - U_selected) < 1e-7
levels_at_selected = [relaxed(f, U_selected)[0] for f in np.linspace(0, 1, 6)]
flatness = max(levels_at_selected) - min(levels_at_selected)
assert flatness < 1e-8
relaxed_filled, relaxed_empty = relaxed(1.0, 0.0)[0], relaxed(0.0, 0.0)[0]
relaxed_difference = relaxed(1.0, 0.0)[1] - relaxed(0.0, 0.0)[1]
level_integral = quad(lambda f: relaxed(f, 0.0)[0], 0.0, 1.0)[0]
assert abs(level_integral - relaxed_difference) < 1e-8
bend = relaxed(0.5, 0.0)[0] - 0.5 * (relaxed_filled + relaxed_empty)
assert abs(bend) > 1e-6  # away from the selected U the level is not linear

# Equal end points without a constant level
bump = 0.1
bump_integral = quad(lambda f: 1.2 + 4 * bump * f * (1 - f), 0.0, 1.0)[0]
bump_error = bump_integral - 1.2
assert abs(bump_error - 2 * bump / 3) < 1e-10

# Opposite errors in the two levels
level_error = 0.05
U_shifted = brentq(lambda U: posed_filled(U) + level_error
                   - posed_empty(U) + level_error, 0.0, 10.0)
U_error = U_shifted - U_selected


# Potential of a unit charge, its images and a uniform background (edge 1)
def ewald_potential(position, split):
    position = np.array(position, dtype=float)
    total = -np.pi / split**2
    for cell in itertools.product(range(-5, 6), repeat=3):
        distance = np.linalg.norm(position - np.array(cell))
        if distance < 1e-12:
            total -= 2.0 * split / np.sqrt(np.pi)
        else:
            total += erfc(split * distance) / distance
        if any(cell):
            G = 2.0 * np.pi * np.array(cell)
            G2 = G @ G
            total += 4 * np.pi * np.exp(-G2 / (4 * split**2)) * np.cos(G @ position) / G2
    return total


alpha = -ewald_potential((0, 0, 0), 2.0)
assert abs(alpha + ewald_potential((0, 0, 0), 2.5)) < 1e-8

# Alternating charges: Ewald potentials against a direct sum over neutral cubes
ewald_alternating = sum((-1)**sum(site) * ewald_potential(np.array(site) / 2, 2.0)
                        for site in itertools.product((0, 1), repeat=3))
half_width = 12
axis = np.arange(-half_width, half_width + 1)
x, y, z = np.meshgrid(axis, axis, axis, indexing="ij")
face = np.where(np.abs(axis) == half_width, 0.5, 1.0)
share = face[:, None, None] * face[None, :, None] * face[None, None, :]
radius = 0.5 * np.sqrt(x**2 + y**2 + z**2)
radius[half_width, half_width, half_width] = np.inf
sign = 1 - 2 * ((x + y + z) % 2)
direct_alternating = np.sum(share * sign / radius)
assert abs(ewald_alternating - direct_alternating) < 1e-3

# Image corrections; dielectric constants are rough typical oxide values
eps_high, eps_static = 3.0, 10.0
coulomb = constants.e / (4 * np.pi * constants.epsilon_0) * 1e9  # eV nm
q_pol = -(1.0 - eps_high / eps_static)
assert abs((1 + q_pol) / eps_high - 1 / eps_static) < 1e-12


def image_energy(f, L):
    Q = 1.0 - f + q_pol
    return alpha * coulomb * Q**2 / (2 * eps_high * L)


def image_level(f, L):
    return (image_energy(f + step, L) - image_energy(f - step, L)) / (2 * step)


image_results = []
for L in (1.2, 2.4):
    up, down = image_level(1.0, L), image_level(0.0, L)
    U_image = brentq(lambda U: posed_filled(U) + up - posed_empty(U) - down, 0, 20)
    predicted_rise = alpha * coulomb / (eps_high * L) / 0.8
    assert abs(U_image - U_selected - predicted_rise) < 1e-7
    image_results.append((L, up, down, U_image, posed_empty(U_image) + down))

print("POSED LINES")
for U in (0.0, 1.5, 3.0, 5.0):
    print(f"U = {U:.1f} eV: filled {posed_filled(U):.2f} eV, empty "
          f"{posed_empty(U):.2f} eV, curvature {posed_filled(U)-posed_empty(U):.2f} eV")
print(f"Selected U = {U_selected:.3f} eV")
print(f"Level at selected U = {level_selected:.3f} eV")
print("FROZEN-ORBITAL MODEL")
print(f"Polaron weight on projector w = {w:.4f}")
print(f"Background projector occupation = {n_background:.4f}")
print(f"Projector occupation with level filled = {n_background + w:.4f}")
print(f"Uncorrected curvature K = {K:.3f} eV")
print(f"Filled partner at {partner_filled:.1f} eV, empty partner at {partner_empty:.1f} eV")
for U in (0.0, 3.0, 5.0):
    print(f"U = {U:.1f} eV: E(1)-E(0) = {frozen_energy(1, U)-frozen_energy(0, U):.3f} eV, "
          f"midpoint minus chord = {chord_departure(U) + 0.0:.3f} eV")
print("RELAXED-ORBITAL MODEL")
print(f"U = 0: filled level = {relaxed_filled:.4f} eV")
print(f"U = 0: empty level = {relaxed_empty:.4f} eV")
print(f"U = 0: E(1)-E(0) = {relaxed_difference:.4f} eV")
print(f"U = 0: mid-occupation level minus end-point mean = {bend:.5f} eV")
print(f"Selected U with relaxed orbitals = {U_relaxed:.4f} eV")
print(f"Level spread over six occupations at selected U = {flatness:.1e} eV")
print("NEGLECTED EFFECTS")
print(f"Opposite level errors of {level_error:.2f} eV change U by {U_error:.3f} eV")
print(f"Bump b = {bump:.2f} eV: E(1)-E(0) minus end-point level = {bump_error:.4f} eV")
print(f"Rough dielectric constants: high-frequency {eps_high:.1f}, static {eps_static:.1f}")
print(f"Ionic polarization charge = {q_pol:.2f} e")
print(f"Cubic-lattice constant alpha = {alpha:.5f}")
print(f"Coulomb constant e^2/(4 pi eps0) = {coulomb:.5f} eV nm")
for L, up, down, U_image, level in image_results:
    print(f"L = {L:.1f} nm: filled correction {up:+.3f} eV, empty correction {down:+.3f} eV")
    print(f"L = {L:.1f} nm: U if posed lines were uncorrected = {U_image:.3f} eV, "
          f"level {level:.3f} eV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
POSED LINES
U = 0.0 eV: filled 2.40 eV, empty 0.00 eV, curvature 2.40 eV
U = 1.5 eV: filled 1.80 eV, empty 0.60 eV, curvature 1.20 eV
U = 3.0 eV: filled 1.20 eV, empty 1.20 eV, curvature -0.00 eV
U = 5.0 eV: filled 0.40 eV, empty 2.00 eV, curvature -1.60 eV
Selected U = 3.000 eV
Level at selected U = 1.200 eV
FROZEN-ORBITAL MODEL
Polaron weight on projector w = 0.8944
Background projector occupation = 0.0528
Projector occupation with level filled = 0.9472
Uncorrected curvature K = 3.000 eV
Filled partner at -3.0 eV, empty partner at 8.0 eV
U = 0.0 eV: E(1)-E(0) = 1.200 eV, midpoint minus chord = -0.300 eV
U = 3.0 eV: E(1)-E(0) = 1.200 eV, midpoint minus chord = 0.000 eV
U = 5.0 eV: E(1)-E(0) = 1.200 eV, midpoint minus chord = 0.200 eV
RELAXED-ORBITAL MODEL
U = 0: filled level = 2.3368 eV
U = 0: empty level = 0.1278 eV
U = 0: E(1)-E(0) = 1.2104 eV
U = 0: mid-occupation level minus end-point mean = -0.03228 eV
Selected U with relaxed orbitals = 3.0000 eV
Level spread over six occupations at selected U = 0.0e+00 eV
NEGLECTED EFFECTS
Opposite level errors of 0.05 eV change U by 0.125 eV
Bump b = 0.10 eV: E(1)-E(0) minus end-point level = 0.0667 eV
Rough dielectric constants: high-frequency 3.0, static 10.0
Ionic polarization charge = -0.70 e
Cubic-lattice constant alpha = 2.83730
Coulomb constant e^2/(4 pi eps0) = 1.43996 eV nm
L = 1.2 nm: filled correction +0.794 eV, empty correction -0.340 eV
L = 1.2 nm: U if posed lines were uncorrected = 4.419 eV, level 1.427 eV
L = 2.4 nm: filled correction +0.397 eV, empty correction -0.170 eV
L = 2.4 nm: U if posed lines were uncorrected = 3.709 eV, level 1.313 eV
ALL CHECKS PASSED
```
